# Why shear, unlike biaxial strain, splits silicon's [001] X-point doublet: verification in Python

```python
# Result under test: at silicon's X point (0,0,2pi/a) the vertical glides
# {m_x|tau}, {m_y|tau} enforce twofold levels (spin aside). Biaxial (001) strain
# keeps them; shear e_xy breaks them and splits the conduction doublet by
# 2|D e_xy|, although the horizontal glide {m_z|tau} survives.
# Symbols: K = plane-wave labels in 2pi/a of the unstrained crystal, Q = strained
# wavevectors, d = vector between the two atoms of a cell (units of a),
# zeta = internal-displacement parameter, D = shear deformation potential.
# Method: local empirical pseudopotential, plane waves, energies in eV.
import itertools
import numpy as np
from scipy import constants as sc
from scipy.interpolate import CubicSpline, PchipInterpolator
from scipy.optimize import minimize_scalar

A_NM = 0.5431                      # rough lattice constant of silicon
ZETA = 0.53                        # rough internal-displacement parameter
RY = sc.value('Rydberg constant times hc in eV')
KIN = (sc.hbar * 2 * np.pi / (A_NM * 1e-9))**2 / (2 * sc.m_e * sc.e)
k_fermi = (3 * np.pi**2 * 32)**(1 / 3) / (2 * np.pi)     # 32 electrons per a^3
V_ZERO = -2 / 3 * KIN * k_fermi**2 / RY
NODES = np.array([0, np.sqrt(3), np.sqrt(8), np.sqrt(11), 4.0])
VALUES = np.array([V_ZERO, -0.21, 0.04, 0.08, 0.0])      # Ry
SPLINE = CubicSpline(NODES, VALUES, bc_type='clamped')
PCHIP = PchipInterpolator(NODES, VALUES)
SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def plane_waves(k_point, limit=25.5):
    waves = []
    for g in itertools.product(range(-7, 8), repeat=3):
        if len({n % 2 for n in g}) == 1:
            k = np.array(k_point) + np.array(g)
            if k @ k <= limit:
                waves.append(k)
    return np.array(waves, dtype=float)


def strain(xx=0., yy=0., zz=0., xy=0., xz=0., yz=0.):
    return np.array([[xx, xy, xz], [xy, yy, yz], [xz, yz, zz]])


def geometry(K, eps, zeta=ZETA, extra_z=0.):
    F = np.eye(3) + eps
    d = F @ np.full(3, 0.25) - zeta / 2 * np.array([eps[1, 2], eps[0, 2], eps[0, 1]])
    return F, K @ np.linalg.inv(F), d + np.array([0, 0, extra_z])


def hamiltonian(K, eps, zeta=ZETA, extra_z=0., curve=SPLINE, spin_orbit=0.):
    F, Q, d = geometry(K, eps, zeta, extra_z)
    dQ = Q[:, None, :] - Q[None, :, :]
    q = np.linalg.norm(dQ, axis=2)
    S = (1 + np.exp(-2j * np.pi * (dQ @ d))) / 2
    form = np.where(q < 4, curve(np.minimum(q, 4.0)), 0.0)
    H = np.diag(KIN * np.sum(Q**2, axis=1)) + RY * form * S / np.linalg.det(F)
    if spin_orbit:
        cross = np.cross(Q[:, None, :], Q[None, :, :])
        H = np.kron(H, np.eye(2))
        for i in range(3):
            H = H + np.kron(-1j * spin_orbit * cross[:, :, i] * S, SIGMA[i])
    return H


def gap(K, eps, **options):
    e = np.linalg.eigvalsh(hamiltonian(K, eps, **options))
    return e[5] - e[4]             # four valence bands lie below


def operator(R, K, eps):
    """Matrix of {R|t}: t = 0 if R keeps the bond tetrahedron, else t = d."""
    F, Q, d = geometry(K, eps)
    t = d if np.prod(R @ np.ones(3)) < 0 else np.zeros(3)
    where = {tuple(np.rint(k).astype(int)): i for i, k in enumerate(K)}
    U = np.zeros((len(K), len(K)), complex)
    for j, k in enumerate(K):
        i = where[tuple(np.rint(R @ k).astype(int))]
        U[i, j] = np.exp(-2j * np.pi * (Q[i] @ t))
    return U


# ---- strains of the two channel cases ----
C11, C12, C44 = 166., 64., 80.     # GPa, rough elastic constants of silicon
e_par = 0.008
biaxial = strain(xx=e_par, yy=e_par, zz=-2 * C12 / C11 * e_par)
stress = 1.0                       # GPa, tension along [110]
stiff = np.full((3, 3), C12) + (C11 - C12) * np.eye(3)
exx, eyy, ezz = np.linalg.solve(stiff, [stress / 2, stress / 2, 0])
exy = (stress / 2) / (2 * C44)
uniaxial = strain(xx=exx, yy=eyy, zz=ezz, xy=exy)
shear = strain(xy=exy)
none = strain()
KX = plane_waves((0, 0, 1))
K100 = plane_waves((1, 0, 0))

# ---- which symmetry operations survive, judged by the Hamiltonian ----
point_ops = []
for perm in [(0, 1, 2), (1, 0, 2)]:
    for signs in itertools.product([1, -1], repeat=3):
        R = np.zeros((3, 3))
        for i in range(3):
            R[i, perm[i]] = signs[i]
        point_ops.append(R)


def survivors(eps):
    H = hamiltonian(KX, eps)
    kept = []
    for R in point_ops:
        U = operator(R, KX, eps)
        if np.abs(U @ H - H @ U).max() < 1e-9:
            kept.append((R, U))
    return kept


def contains(kept, R):
    return any(np.array_equal(R, S) for S, _ in kept)


mx, my, mz = np.diag([-1., 1, 1]), np.diag([1., -1, 1]), np.diag([1., 1, -1])
inversion = -np.eye(3)
kept_bi, kept_sh = survivors(biaxial), survivors(shear)
assert len(kept_bi) == 16 and len(kept_sh) == 8
assert all(contains(kept_bi, m) for m in (mx, my, mz))
assert contains(kept_sh, mz) and contains(kept_sh, inversion)
assert not contains(kept_sh, mx) and not contains(kept_sh, my)

# ---- algebra of the survivors at X ----
gx, par = operator(mx, KX, biaxial), operator(inversion, KX, biaxial)
assert np.abs(gx @ par + par @ gx).max() < 1e-10
assert max(np.abs(U @ W - W @ U).max()
           for _, U in kept_sh for _, W in kept_sh) < 1e-10


def square(R, K, eps):
    U = operator(R, K, eps)
    value = np.trace(U @ U).real / len(K)
    assert np.abs(U @ U - value * np.eye(len(K))).max() < 1e-10
    return value


sq_gx = square(mx, KX, biaxial)
sq_gz = square(mz, KX, shear)
sq_gz_100 = square(mz, K100, shear)
assert abs(sq_gx + 1) < 1e-9 and abs(sq_gz - 1) < 1e-9 and abs(sq_gz_100 + 1) < 1e-9

# ---- is degeneracy enforced for any Hamiltonian with these symmetries? ----
rng = np.random.default_rng(7)
raw = rng.normal(size=(len(KX),) * 2) + 1j * rng.normal(size=(len(KX),) * 2)
raw = raw + raw.conj().T
minus = [int(np.argmin(np.sum((KX + k)**2, axis=1))) for k in KX]


def random_levels(kept):
    H = sum(U @ raw @ U.conj().T for _, U in kept) / len(kept)
    H = (H + H.conj()[np.ix_(minus, minus)]) / 2         # time reversal
    return np.linalg.eigvalsh(H)


rand_bi, rand_sh = random_levels(kept_bi), random_levels(kept_sh)
pair_spread = np.max(rand_bi[1::2] - rand_bi[::2])
least_spacing = np.min(np.diff(rand_sh))
assert pair_spread < 1e-9 and least_spacing > 1e-6

# ---- splittings of the conduction doublet ----
gap_none, gap_bi = gap(KX, none), gap(KX, biaxial)
gap_sh, gap_uni = gap(KX, shear), gap(KX, uniaxial)
gap_100 = gap(K100, shear)
gap_yz = gap(KX, strain(yz=0.02))
gap_two = gap(KX, strain(xz=0.02, yz=0.02))
gap_frozen = gap(KX, biaxial, extra_z=0.001 / A_NM)
assert max(gap_none, gap_bi, gap_100, gap_yz) < 1e-9
assert gap_sh > 1e-3 and gap_two > 1e-6 and gap_frozen > 1e-4
assert abs(gap_uni / gap_sh - 1) < 0.10     # normal strains only correct D

# ---- first-order theory inside the unstrained doublet ----
doublet = np.linalg.eigh(hamiltonian(KX, none))[1][:, 4:6]


def first_order(direction, h=1e-4):
    dH = (hamiltonian(KX, h * direction) - hamiltonian(KX, -h * direction)) / (2 * h)
    return np.linalg.eigvalsh(doublet.conj().T @ dH @ doublet)


w_sh, w_bi = first_order(strain(xy=1.)), first_order(biaxial / e_par)
D = (w_sh[1] - w_sh[0]) / 2
assert abs(w_sh.sum()) < 1e-3 and w_bi[1] - w_bi[0] < 1e-5
assert abs(gap_sh / (2 * D * exy) - 1) < 0.02

# ---- parity and bond-midpoint density of the two split states ----
F, Q, d = geometry(KX, shear)
states = np.linalg.eigh(hamiltonian(KX, shear))[1][:, 4:6]
par_sh = operator(inversion, KX, shear)
parity = [(c.conj() @ par_sh @ c).real for c in states.T]
assert abs(abs(parity[0]) - 1) < 1e-8 and abs(parity[0] + parity[1]) < 1e-8
other = d - F @ np.array([0, 0.5, 0.5])     # bond projecting on [1-10]
density = np.array([[abs(np.exp(2j * np.pi * (Q @ b / 2)) @ c)**2
                     for b in (d, other)] for c in states.T])
assert np.all(density.min(axis=1) < 1e-12) and np.all(density.max(axis=1) > 1e-6)
assert density[0].argmin() != density[1].argmin()


def bond_lengths(eps):
    F, _, d = geometry(KX, eps)
    return [A_NM * np.linalg.norm(b) for b in (d, d - F @ np.array([0, .5, .5]))]


bonds_bi, bonds_sh = bond_lengths(biaxial), bond_lengths(shear)
assert abs(bonds_bi[0] - bonds_bi[1]) < 1e-12
assert abs(bonds_sh[0] - bonds_sh[1]) > 1e-5

# ---- anticrossing near X, and the valley minimum ----
kappa = 0.02
KN = KX + np.array([0, 0, kappa])
gap_line, gap_both = gap(KN, none), gap(KN, shear)
gap_law = np.hypot(gap_line, gap_sh)
assert abs(gap_both / gap_law - 1) < 0.02


def valley(eps):
    def energy(s):
        return np.linalg.eigvalsh(hamiltonian(KX + np.array([0, 0, s]), eps))[4]
    best = minimize_scalar(energy, bounds=(-0.4, 0), method='bounded',
                           options={'xatol': 1e-6})
    return 1 + best.x, energy(0.) - best.fun


k_none, depth_none = valley(none)
k_sh, depth_sh = valley(shear)
assert depth_none > 0

# ---- spin-orbit coupling, scaled to a rough valence splitting of 0.044 eV ----
KG = plane_waves((0, 0, 0))


def valence_split(lam):
    e = np.linalg.eigvalsh(hamiltonian(KG, none, spin_orbit=lam))
    return (e[4] - e[3]) - (e[6] - e[5])


lam = 1e-3 * 0.044 / valence_split(1e-3)
so_valence = valence_split(lam)
so_bi = np.linalg.eigvalsh(hamiltonian(KX, biaxial, spin_orbit=lam))[8:12]
so_sh = np.linalg.eigvalsh(hamiltonian(KX, shear, spin_orbit=lam))[8:12]
assert so_bi[3] - so_bi[0] < 1e-9
assert so_sh[1] - so_sh[0] < 1e-9 and so_sh[2] - so_sh[1] > 1e-3

# ---- sizes of model choices and neglected effects ----
D_rigid = gap(KX, shear, zeta=0.) / (2 * exy)
D_pchip = gap(KX, shear, curve=PCHIP) / (2 * exy)
field_step = 1e8 * A_NM * 1e-9 / 4          # eV, for 1 MV/cm over a/4
thermal = sc.k * 300 / sc.e

print(f"lattice constant (rough) {A_NM:.4f} nm; zeta (rough) {ZETA}")
print(f"plane waves at X: {len(KX)}")
print(f"form factors at q^2=3,8,11: {VALUES[1]}, {VALUES[2]}, {VALUES[3]} Ry")
print(f"interpolated form factor at q^2=4: {float(SPLINE(2.)):.3f} Ry")
print(f"elastic constants C11,C12,C44 (rough): {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"biaxial case: e_xx=e_yy={100*e_par:.2f} %, e_zz={100*biaxial[2,2]:.3f} %")
print(f"[110] tension {stress:.1f} GPa: e_xx=e_yy={100*exx:.3f} %, "
      f"e_zz={100*ezz:.3f} %, e_xy={100*exy:.4f} %")
print(f"operations kept: biaxial {len(kept_bi)}, shear {len(kept_sh)}")
for name, m in (('g_x', mx), ('g_y', my), ('g_z', mz)):
    print(f"{name} kept: biaxial {contains(kept_bi, m)}, shear {contains(kept_sh, m)}")
print(f"g_x squared at X[001], biaxial: {sq_gx:+.3f}")
print(f"g_z squared at X[001], shear: {sq_gz:+.3f}")
print(f"g_z squared at X[100], shear: {sq_gz_100:+.3f}")
print(f"random H, biaxial group: largest split in pairs {pair_spread:.1e}")
print(f"random H, shear group: least level spacing {least_spacing:.1e}")
print(f"X[001] splitting, no strain: {1e3*gap_none:.1e} meV")
print(f"X[001] splitting, biaxial: {1e3*gap_bi:.1e} meV")
print(f"X[001] splitting, pure shear: {1e3*gap_sh:.2f} meV")
print(f"X[001] splitting, full [110] tension: {1e3*gap_uni:.2f} meV")
print(f"X[100] splitting, pure shear: {1e3*gap_100:.1e} meV")
print(f"first-order shear levels per unit e_xy: {w_sh[0]:.3f}, {w_sh[1]:.3f} eV")
print(f"D = {D:.3f} eV; first-order splitting 2 D e_xy = {2e3*D*exy:.2f} meV")
print(f"first-order biaxial level difference per unit e_xx: {w_bi[1]-w_bi[0]:.1e} eV")
print(f"bond-centre parity, lower and upper state: {parity[0]:+.3f}, {parity[1]:+.3f}")
for name, row in zip(('lower', 'upper'), density):
    print(f"{name} state density/mean at [110], [1-10] bond midpoints: "
          f"{row[0]:.3f}, {row[1]:.3f}")
print(f"bond lengths [110], [1-10], biaxial: {bonds_bi[0]:.5f}, {bonds_bi[1]:.5f} nm")
print(f"bond lengths [110], [1-10], shear: {bonds_sh[0]:.5f}, {bonds_sh[1]:.5f} nm")
print(f"at {kappa} (2pi/a) from X: gap without strain {1e3*gap_line:.2f} meV")
print(f"  with shear {1e3*gap_both:.2f} meV; anticrossing law {1e3*gap_law:.2f} meV")
print(f"valley minimum, no strain: {k_none:.4f} (2pi/a), {1e3*depth_none:.2f} meV below X")
print(f"valley minimum, shear: {k_sh:.4f} (2pi/a), "
      f"{1e3*depth_sh:.2f} meV below lower X level")
print(f"splitting, e_yz = 2 % alone: {1e3*gap_yz:.1e} meV")
print(f"splitting, e_xz = e_yz = 2 %: {1e3*gap_two:.3f} meV")
print(f"splitting, biaxial + frozen 0.001 nm z shift: {1e3*gap_frozen:.2f} meV")
print(f"spin-orbit: valence splitting set to {1e3*so_valence:.1f} meV")
print(f"  biaxial fourfold level spread {1e3*(so_bi[3]-so_bi[0]):.1e} meV")
print(f"  shear splitting with spin-orbit {1e3*(so_sh[2]-so_sh[1]):.2f} meV")
print(f"D without internal displacement: {D_rigid:.3f} eV")
print(f"D with other (monotone) interpolation: {D_pchip:.3f} eV")
print(f"gate field 1 MV/cm: energy step over a/4 = {1e3*field_step:.2f} meV")
print(f"thermal energy at 300 K: {1e3*thermal:.2f} meV")
print("tests ok")
```

Printed output:

```
lattice constant (rough) 0.5431 nm; zeta (rough) 0.53
plane waves at X: 126
form factors at q^2=3,8,11: -0.21, 0.04, 0.08 Ry
interpolated form factor at q^2=4: -0.135 Ry
elastic constants C11,C12,C44 (rough): 166, 64, 80 GPa
biaxial case: e_xx=e_yy=0.80 %, e_zz=-0.617 %
[110] tension 1.0 GPa: e_xx=e_yy=0.277 %, e_zz=-0.213 %, e_xy=0.3125 %
operations kept: biaxial 16, shear 8
g_x kept: biaxial True, shear False
g_y kept: biaxial True, shear False
g_z kept: biaxial True, shear True
g_x squared at X[001], biaxial: -1.000
g_z squared at X[001], shear: +1.000
g_z squared at X[100], shear: -1.000
random H, biaxial group: largest split in pairs 2.1e-14
random H, shear group: least level spacing 9.3e-04
X[001] splitting, no strain: 8.3e-11 meV
X[001] splitting, biaxial: 5.0e-11 meV
X[001] splitting, pure shear: 92.04 meV
X[001] splitting, full [110] tension: 91.42 meV
X[100] splitting, pure shear: 1.2e-10 meV
first-order shear levels per unit e_xy: -14.727, 14.727 eV
D = 14.727 eV; first-order splitting 2 D e_xy = 92.04 meV
first-order biaxial level difference per unit e_xx: 9.0e-13 eV
bond-centre parity, lower and upper state: -1.000, +1.000
lower state density/mean at [110], [1-10] bond midpoints: 0.000, 0.576
upper state density/mean at [110], [1-10] bond midpoints: 0.613, 0.000
bond lengths [110], [1-10], biaxial: 0.23595, 0.23595 nm
bond lengths [110], [1-10], shear: 0.23540, 0.23494 nm
at 0.02 (2pi/a) from X: gap without strain 71.15 meV
  with shear 116.30 meV; anticrossing law 116.34 meV
valley minimum, no strain: 0.8536 (2pi/a), 128.53 meV below X
valley minimum, shear: 0.8562 (2pi/a), 86.28 meV below lower X level
splitting, e_yz = 2 % alone: 9.3e-11 meV
splitting, e_xz = e_yz = 2 %: 22.201 meV
splitting, biaxial + frozen 0.001 nm z shift: 49.46 meV
spin-orbit: valence splitting set to 44.2 meV
  biaxial fourfold level spread 1.6e-10 meV
  shear splitting with spin-orbit 92.04 meV
D without internal displacement: 11.156 eV
D with other (monotone) interpolation: 15.944 eV
gate field 1 MV/cm: energy step over a/4 = 13.58 meV
thermal energy at 300 K: 25.85 meV
tests ok
```
